# Oscillatory End-Stress Decay at an Axial Nanowire Heterojunction

## Problem

A long circular wire of radius $a$ has a traction-free side wall. Both halves have the same isotropic, linear elasticity, with Young modulus $E$ and Poisson ratio $\nu$, $0\le\nu\le1/2$. The half $z>0$ has a stress-free lattice larger by the fraction $\varepsilon_0$ in every direction, and the junction at $z=0$ is sharp and coherent. How does the misfit strain die out along the wire, and does it change sign?

For numbers take $a=20$ nm, $\varepsilon_0=1\%$, $\nu=0.25$, $E=120$ GPa and a gap deformation potential of $-8$ eV per unit dilatation. These are round values in the regime of III–V semiconductor nanowires. Below, $r$ and $z$ are measured in units of $a$ unless a unit is written.

The fields are axisymmetric and torsion-free. They follow from a Love function $\chi$ with $\nabla^4\chi=0$:

$$\sigma_{rr}=\partial_z(\nu\nabla^2\chi-\chi_{,rr}),\qquad \sigma_{zz}=\partial_z[(2-\nu)\nabla^2\chi-\chi_{,zz}],$$
$$\sigma_{rz}=\partial_r[(1-\nu)\nabla^2\chi-\chi_{,zz}],\qquad \sigma_{\theta\theta}=\partial_z(\nu\nabla^2\chi-\chi_{,r}/r).$$

## A tempting solution

Try the decaying harmonic function $\chi=AJ_0(\gamma r)e^{-\gamma z}$. Since $\nabla^2\chi=0$,

$$\sigma_{rz}=-\partial_r\chi_{,zz}=A\gamma^3J_1(\gamma r)e^{-\gamma z},\qquad \sigma_{zz}=-\partial_z^3\chi=A\gamma^3J_0(\gamma r)e^{-\gamma z}.$$

The wall is free of shear if $J_1(\gamma)=0$. The axial force then vanishes too, because $\int_0^1J_0(\gamma r)\,r\,dr=J_1(\gamma)/\gamma=0$. The slowest decay rate would be the first positive zero of $J_1$. It is real, so far from the junction, where this mode would dominate, the stress at each radius would fall without oscillating along the wire.

## The fault

A free wall needs two conditions, and only the shear was examined. The radial stress is

$$\sigma_{rr}=-\partial_z\chi_{,rr}=A\gamma^3\left[-J_0(\gamma r)+\frac{J_1(\gamma r)}{\gamma r}\right]e^{-\gamma z}.$$

At $r=1$ with $J_1(\gamma)=0$ this is $-A\gamma^3J_0(\gamma)e^{-\gamma z}$, as large as the axial stress at the wall. It is not zero, since $J_0$ and $J_1$ have no common zero. The trial field describes a wire squeezed and pulled by an external radial load. One free constant cannot meet two conditions, so a second, biharmonic function is needed.

## The correct decay equation

Take

$$\chi=[AJ_0(x)+BxJ_1(x)]e^{-\gamma z},\qquad x=\gamma r.$$

From $(xJ_1)'=xJ_0$ and $(xJ_1)''=J_0-xJ_1$, the radial part of the Laplacian of $xJ_1$ is $\gamma^2(2J_0-xJ_1)$. The axial part adds $\gamma^2xJ_1$, so

$$\nabla^2\chi=2\gamma^2BJ_0(x)e^{-\gamma z}.$$

From here $J_0,J_1$ without argument are taken at $\gamma$, that is, at the wall. Zero shear requires

$$\gamma^3[-2(1-\nu)BJ_1+AJ_1-B\gamma J_0]=0
\;\Rightarrow\; AJ_1=B[2(1-\nu)J_1+\gamma J_0].$$

The radial traction, with $J_0''=-J_0+J_1/\gamma$, is

$$\sigma_{rr}(1)=-\gamma^3\left[2\nu BJ_0+A\left(J_0-\frac{J_1}{\gamma}\right)-B(J_0-\gamma J_1)\right]e^{-\gamma z}.$$

Multiply the bracket by $J_1$ and insert the shear condition:

$$B\left\{(2\nu-1)J_0J_1+\gamma J_1^2+[2(1-\nu)J_1+\gamma J_0]\left(J_0-\frac{J_1}{\gamma}\right)\right\}.$$

The terms in $J_0J_1$ have the coefficient $(2\nu-1)+2(1-\nu)-1=0$. What remains is $BD(\gamma)/\gamma$, where

$$D(\gamma)=\gamma^2(J_0^2+J_1^2)-2(1-\nu)J_1^2.$$

Hence

$$\sigma_{rr}(1)=-\frac{\gamma^2BD(\gamma)}{J_1(\gamma)}e^{-\gamma z}, \tag{1}$$

and a free wall requires $D(\gamma)=0$. The axial force needs no extra condition. With a free wall it cannot depend on $z$, yet it is proportional to $e^{-\gamma z}$, so it is zero.

The double root at $\gamma=0$ belongs to rigid displacement and uniform tension, not to decay.

## Why the slowest root is complex

**No nonzero real root.** $D$ is even, so let $\gamma>0$. If $\gamma^2>2(1-\nu)$, both terms of

$$D=\gamma^2J_0^2+[\gamma^2-2(1-\nu)]J_1^2$$

are non-negative and cannot vanish together. If $\gamma^2\le2(1-\nu)\le2$, the alternating power series give $J_0\ge1-\gamma^2/4$ and $0<J_1\le\gamma/2$. Therefore $\gamma J_0/J_1\ge2-\gamma^2/2>0$ and

$$\left(\frac{\gamma J_0}{J_1}\right)^2+\gamma^2\ge4-\gamma^2+\frac{\gamma^4}{4}=3+\left(\frac{\gamma^2}{2}-1\right)^2\ge3>2(1-\nu),$$

which again means $D>0$.

**No nonzero imaginary root.** Such a root would be a periodic strained state with a free wall. Over one period the work done on the two end sections cancels, so the strain energy would be zero. Positive elastic energy forbids this.

Since $D$ is even and real on the real axis, its other roots come in quadruplets $\pm\gamma,\pm\gamma^*$. Each decaying mode therefore oscillates.

**Finding the root.** For large $|\gamma|$, put $\omega=\gamma-\pi/4$ and use

$$J_0\simeq\sqrt{\frac{2}{\pi\gamma}}\left(\cos\omega+\frac{\sin\omega}{8\gamma}\right),\qquad
J_1\simeq\sqrt{\frac{2}{\pi\gamma}}\left(\sin\omega+\frac{3\cos\omega}{8\gamma}\right).$$

To this order $J_0^2+J_1^2\simeq(2/\pi\gamma)[1+\sin2\omega/(2\gamma)]$, and $\sin2\omega=-\cos2\gamma$. The roots approach those of $\cos2\gamma=2\gamma$, or roughly $\gamma\simeq n\pi+\tfrac i2\ln(4\pi n)$. The case $n=1$ is a starting point for Newton's rule $\gamma\to\gamma-D/D'$. With $J_0'=-J_1$ and $J_1'=J_0-J_1/\gamma$,

$$D'=2\gamma J_0^2-4(1-\nu)J_0J_1+\frac{4(1-\nu)J_1^2}{\gamma}.$$

For $\nu=0.25$ the result is

$$\boxed{\gamma_1=\alpha+i\beta=2.69765+1.36736\,i.}$$

**Nothing slower is missed.** The winding of the phase of $D$ around the box $|\mathrm{Re}\,\gamma|<1.5\pi$, $|\mathrm{Im}\,\gamma|<20$ counts six zeros: the double zero and one quadruplet. Above the box put $\gamma=ik$, with $k$ near the positive real axis. Then $D=-\Delta$, where

$$\Delta(k)=k^2[I_0(k)^2-I_1(k)^2]-2(1-\nu)I_1(k)^2.$$

Since $I_0/I_1=1+1/(2k)+3/(8k^2)+\dots$, one finds $\Delta/I_1^2=k-1+2\nu+O(1/k)$, which has no zero at large $|k|$. The region below follows by symmetry.

As an independent test, the elastic equations were solved with polynomials in $r$ instead of Bessel functions. They gave the same root to the digits shown. The root runs from $2.557+1.389i$ at $\nu=0$ to $2.811+1.340i$ at $\nu=1/2$, so the decay rate depends only weakly on Poisson's ratio.

## Does the junction excite this mode?

A root gives a possible decay. A particular end load could have zero amplitude in it, so the misfit problem must be solved.

**Removing the misfit.** Let $\varepsilon^*=\varepsilon_0H(z)$, with $H$ the unit step, and let $\lambda,\mu$ be the Lamé constants. Try $u_i=\partial_i\phi$. Equilibrium gives

$$(\lambda+2\mu)\nabla^2\phi=(3\lambda+2\mu)\varepsilon^*
\;\Rightarrow\;\nabla^2\phi=\frac{1+\nu}{1-\nu}\varepsilon^*,$$

and the stress is $\sigma_{ij}=2\mu(\phi_{,ij}-\delta_{ij}\nabla^2\phi)$. With $\phi=\phi(z)$, the components $\sigma_{zz}$ and $\sigma_{rz}$ vanish, while

$$\sigma_{rr}=\sigma_{\theta\theta}=-PH(z),\qquad P=\frac{E\varepsilon_0}{1-\nu}.$$

The wall must be free, so a second field with wall traction $+PH(z)$ and no shear is added. The junction is thus equivalent to a step in radial load.

**Response to a wall load.** Summing the normal stresses gives the trace $(1+\nu)\partial_z\nabla^2\chi=-2(1+\nu)\gamma^3BJ_0(\gamma r)e^{-\gamma z}$. Division by (1) gives the trace per unit radial traction:

$$R(\gamma,r)=\frac{2(1+\nu)\gamma J_1(\gamma)J_0(\gamma r)}{D(\gamma)}.$$

This is even in $\gamma$, so the loads $e^{ikz}$ and $e^{-ikz}$, and hence $\sin kz$, have the same factor:

$$G(k,r)=R(ik,r)=\frac{2(1+\nu)kI_1(k)I_0(kr)}{\Delta(k)}.$$

As $k\to0$, $\Delta\to k^2(1+\nu)/2$ and $G\to2$, the trace of equal radial and hoop stresses.

Write $H(z)=\tfrac12+\tfrac1\pi\int_0^\infty\sin(kz)\,dk/k$. The constant half contributes $P$ to the trace and the misfit field contributes $-2P$. For $z>0$ the total trace $\Theta$ is therefore

$$S\equiv\frac{\Theta}{P}=-1+\frac1\pi\int_0^\infty\frac{\sin kz}{k}G(k,r)\,dk. \tag{2}$$

**Closing the contour.** Since $G$ is even, the last term equals $(2\pi i)^{-1}$ times the principal-value integral of $e^{ikz}G/k$ over the real axis. Close it in the upper half-plane on arcs passing between the poles, where $G$ stays bounded for $r\le1$. The pole at $k=0$ counts half and gives $G(0)/2=1$, cancelling the $-1$. The others lie at $k=i\gamma_n$, $\mathrm{Re}\,\gamma_n>0$. There $dk/k=d\gamma/\gamma$, so each residue is $2(1+\nu)J_1(\gamma_n)J_0(\gamma_nr)e^{-\gamma_nz}/D'(\gamma_n)$. Joining conjugate pairs,

$$S(r,z)=\mathrm{Re}\sum_nA_nJ_0(\gamma_nr)e^{-\gamma_nz},\qquad
A_n=\frac{4(1+\nu)J_1(\gamma_n)}{D'(\gamma_n)}, \tag{3}$$

with one root per quadruplet, taken from the first quadrant. The zeros of $J_0$ and $J_1$ are real, so the $\gamma_1$ term is present at every radius. The misfit does excite the oscillatory mode.

The trace of the elastic strain is

$$\delta=\frac{1-2\nu}{E}\Theta=\varepsilon_0\frac{1-2\nu}{1-\nu}S.$$

In the other half, $S(r,-z)=-S(r,z)$.

## Two limits at the junction

Inside the wire, $r<1$, $G$ falls exponentially at large $k$. The integral in (2) vanishes as $z\to0^+$, so $S\to-1$: the larger lattice is compressed.

On the surface, $I_0/I_1\to1$ and $\Delta/I_1^2\to k$, so $G\to2(1+\nu)$. The integral term tends to half this value, because $\int_0^\infty\sin(kz)\,dk/k=\pi/2$. Thus

$$S(1,0^+)=-1+(1+\nu)=\nu.$$

For $0<\nu<1/2$ the surface is dilated where the interior is compressed. At $z=0.001a$ the series gives $-0.998$ on the axis and $0.255$ on the surface, near the limits $-1$ and $0.25$.

## Decay in the 20 nm wire

The envelope falls by a factor $e$ over $a/\alpha=20/2.698=7.41$ nm. Successive far-field nodes are separated by

$$\frac{\pi a}{\beta}=\frac{20\pi}{1.3674}=45.95\ \text{nm}.$$

Over that distance the envelope falls to $e^{-\pi\alpha/\beta}=0.0020$ of its value. The oscillation is real but very strongly damped.

On the axis $A_1=1.411\,e^{-2.695i}$, so the slowest mode alone gives

$$S(0,z)\simeq1.411\,e^{-2.698z}\cos(1.367z+2.695).$$

The first node is at phase $3\pi/2$, or $z=(4.7124-2.6948)/1.3674=1.4755$, which is 29.5 nm. The full series gives 29.52 nm. The second root, $6.051+1.638i$, decays much faster, which is why one mode suffices here. Nearer the junction more modes matter. The full values are:

| $z$ (nm) | $S$, axis | $S$, surface |
|---:|---:|---:|
| 5 | −0.624 | 0.343 |
| 10 | −0.333 | 0.248 |
| 20 | −0.057 | 0.083 |
| 30 | 0.0008 | 0.018 |
| 40 | 0.0042 | 0.0015 |

At 10 nm on the axis, direct integration of (2) and the polynomial solution with matched half-wires both give $-0.33285$, as does the series.

One unit of $S$ is a dilatation of $1\%\times0.5/0.75=0.667\%$. Compression widens the gap, so the axial shift next to the junction is $8\ \mathrm{eV}\times0.00667=53$ meV. Beyond the node the shift reverses, but its largest value is only $-0.25$ meV, at 36.4 nm. On the surface the dilatation peaks 3.0 nm from the junction, with a shift of $-19$ meV, and first changes sign at 44.1 nm. Within the half $z>0$ the large contrast in dilatation is thus between axis and surface; its reversal along the axis is faint. A single strain component can reverse much more strongly. The axial elastic strain on the axis starts at $\varepsilon_0\nu/(1-\nu)=+0.33\%$, changes sign between 5 and 6 nm, and reaches about $-0.16\%$ near 14 nm.

## A graded junction

Let the misfit rise linearly over a width $w$ centred at $z=0$. This is a uniform average of sharp junctions at $z'$ between $-w/2$ and $w/2$. For $z>w/2$ each mode is multiplied by

$$\frac1w\int_{-w/2}^{w/2}e^{\gamma_nz'}dz'=\frac{\sinh(\gamma_nw/2)}{\gamma_nw/2}.$$

Grading leaves the decay rate unchanged and alters amplitude and phase. For $w=10$ nm the first-mode amplitude grows by about 6%: the nearer parts of the junction gain more weight than the farther ones lose, and the spread in phase takes back only part of this gain. The surface peak at 3.0 nm would lie inside this graded zone, so its sharp-junction value would not apply.

## Can the junction stay coherent?

The elastic energy is $W=\frac12\int\sigma_{ij}(\varepsilon_{ij}-\varepsilon^*\delta_{ij})dV$, with $\varepsilon_{ij}$ the total strain. The first part vanishes for a self-equilibrated stress and a compatible strain. Hence $W=-\frac12\varepsilon_0\int_{z>0}\Theta\,dV$. With $\int_0^1J_0(\gamma_nr)\,r\,dr=J_1(\gamma_n)/\gamma_n$ and $\int_0^\infty e^{-\gamma_nz}dz=1/\gamma_n$,

$$\frac{W}{E\varepsilon_0^2a^3}=-\frac{\pi}{1-\nu}\mathrm{Re}\sum_n\frac{A_nJ_1(\gamma_n)}{\gamma_n^2}=0.311.$$

This is 186 eV. A dislocation across the diameter costs roughly

$$\frac{\mu b^2}{4\pi(1-\nu)}\ln\left(\frac ab\right)2a\simeq800\ \text{eV}$$

for a Burgers vector $b=0.4$ nm. The stored energy alone does not decide the matter, because the misfit stress does work as the dislocation forms. For an edge dislocation lying in the junction, with its Burgers vector across the wire, this work is $b\left|\int\sigma_{\theta\theta}\,dA\right|$ over the part $z>0$ of a lengthwise section through the axis. A finite-element solution of the same wire gives $0.259\,E\varepsilon_0a^2b$, or about 310 eV. This is less than the line energy, so within this estimate the coherent junction is favoured over one with such a dislocation. The work grows as $\varepsilon_0a^2$, faster with radius than the line energy. The two balance near $a=67$ nm at 1% misfit, or near 2.6% misfit at $a=20$ nm, so larger misfit or radius can reverse the conclusion.

## Beside real III–V nanowires

Zinc-blende III–V crystals are cubic and elastically anisotropic, so the assumption of isotropy needs a test. Take a wire grown along [111]. Rough cubic constants $C_{11},C_{12},C_{44}=120,55,60$ GPa, averaged around a [111] axis without the trigonal coupling, give a slowest complex root of $3.135+0.657i$. For this mode the decay length is 6.4 nm instead of 7.4 nm, and the half-wave doubles to about 96 nm. The neglected coupling matters in the far field, however. With it the strain loses its axial symmetry, and the slowest mode felt on the axis has a root near $2.33+0.48i$: a decay length of about 8.6 nm and a half-wave of about 130 nm. The isotropic node positions should therefore not be used for a cubic wire. With these constants and the coupling, the dilatation on the axis first changes sign near 75 nm instead of 29.5 nm, and its overshoot is more than a hundred times smaller than in the isotropic wire. The near field is sturdier: in the averaged model the dilatation on the axis at 10 nm changes from $-0.222\%$ to $-0.204\%$, and with the trigonal coupling to $-0.192\%$. Making the $z>0$ half 20% stiffer, at unchanged $\nu$, gives $-0.208\%$.

Other energies in the wire can be set beside these shifts, which come from strain alone. The change of gap with composition across a real junction is separate and can be larger. At 10 nm on the axis the dilatation shifts the gap by about 18 meV. The difference between axial and radial strain there is $-0.089\%$. With a rough shear potential of 3 eV this shifts the valence band by 2.7 meV. That point lies close to a sign change of the strain difference, so it is not typical: next to the junction the difference is $\frac{\varepsilon_0}{2}\frac{1+\nu}{1-\nu}=0.83\%$, and the shift is 25 meV. With a piezoelectric constant of 0.15 C/m² and a relative permittivity of 13, the unscreened field along [111], summed over the first 10 nm from the junction, would change the potential energy by about 44 meV if the wire were a planar slab. For the wire in vacuum, with the radial polarization and the side wall included, the change on the axis is about 34 meV. The smaller value in the numerical output takes the strain at 10 nm as constant over that length. Confining an electron of mass $0.07m_e$ between hard walls one radius apart costs 13 meV. A surface stress of 1 N/m shifts the gap by 6.7 meV, uniformly if it is equal on both halves. At 300 K the thermal energy is 26 meV, a hundred times the axial overshoot of 0.25 meV. In this model the complex root settles how the strain decays far from the junction. The far reversal of the dilatation on the axis is a true feature of the isotropic wire, but the dilatation there moves the gap by only about a hundredth of the room-temperature thermal energy. The strain difference matters more at that distance: at 30 nm it is about $-0.06\%$, which with the same shear potential shifts the valence band by about 2 meV. Further values are in the numerical output.

## Numbers as computed

```
Inputs: a = 20 nm, misfit = 1.0 %, nu = 0.25
Inputs: E = 120 GPa, gap potential = -8.0 eV
Root g1 at nu=0.00: 2.55677 + 1.38897 i
Root g1 at nu=0.25: 2.69765 + 1.36736 i
Root g1 at nu=0.30: 2.72218 + 1.36220 i
Root g1 at nu=0.50: 2.81056 + 1.33993 i
Galerkin g1: 2.69765 + 1.36736 i
Second root: 6.0512 + 1.6381 i
Zeros of D in box |Re|<1.5pi, |Im|<20: 6
|A1| = 1.4108, arg A1 = -2.6948 rad
Decay length a/alpha = 7.414 nm
Half-wave pi*a/beta = 45.95 nm
Envelope factor per half-wave = 0.00203
Envelope factor per diameter = 0.00454
S at z=0.001a: axis -0.9984, surface 0.2547
z=5 nm: S axis -0.62403, surface 0.34335
z=10 nm: S axis -0.33285, surface 0.24832
z=20 nm: S axis -0.05684, surface 0.08308
z=30 nm: S axis 0.00081, surface 0.01757
z=40 nm: S axis 0.00421, surface 0.00153
S axis z=10 nm: Fourier -0.33285, Galerkin -0.33285
Axis nodes: 29.52, 75.46 nm
Surface nodes: 44.10, 90.06 nm
One-mode first nodes: axis 29.51, surface 44.10 nm
Dilatation per unit S = 0.6667 %
Gap shift on axis at junction, z>0 side = 53.33 meV
Axis overshoot: z=36.38 nm, S=0.00472, gap -0.251 meV
Surface peak: z=3.01 nm, S=0.35873, gap -19.132 meV
Surface overshoot: z=50.96 nm, S=-0.00057, gap 0.030 meV
Misfit energy / (E eps0^2 a^3) = 0.3107, Galerkin 0.3107
Misfit energy = 186 eV
One dislocation across diameter, b=0.4 nm: 796 eV
Cubic constants: 120, 55, 60 GPa
Root for averaged [111] wire: 3.1353 + 0.6566 i
Axis dilatation at 10 nm: isotropic -0.2219 %
  averaged [111] -0.2038 %, 20% stiffer z>0 side -0.2084 %
Grading over 10 nm: first-mode factor 1.0585
Surface stress 1 N/m: uniform gap shift 6.67 meV
Axis shear strain ezz-err at 10 nm = -0.0892 %
Valence shear shift (3 eV) = 2.68 meV
Piezo field (0.15 C/m2, eps_r=13) = 0.0134 MV/cm
Piezo energy over 10 nm = 13.4 meV
Electron confinement over a (0.07 m_e) = 13.43 meV
Thermal energy at 300 K = 25.85 meV
```
